# How the k·p Conduction Mass Follows the Band Gap

## 1. Definitions and conventions

The crystal has a direct gap at $\mathbf k=0$, with an s-like conduction minimum and a p-like valence maximum. Spin-orbit coupling is left out until section 6, and the one-electron potential $V(\mathbf r)$ is real, local and periodic until section 8.

- $m_0$ is the free-electron mass, and $m_c$ and $m_{lh}$ are the conduction and light-hole masses, both positive.
- $E_g$ is the gap at $\mathbf k=0$. The valence maximum is the zero of energy.
- $|c\rangle$ and $|v\rangle$ are the periodic parts of the two band-edge states at $\mathbf k=0$, normalized over a cell.
- $P=\langle c|p|v\rangle$, with $p$ the momentum component along $\mathbf k$. It enters through the energy $E_P=2|P|^2/m_0$.
- $T=\hbar^2k^2/2m_0$ is the free-electron kinetic energy, with $\hbar^2/2m_0=3.810$ eV Å$^2$.

A mass is defined by the curvature at the band edge: $E(k)=E(0)+(m_0/m)\,T+\dots$ The result for two bands is

$$\frac{m_c}{m_0}=\frac{E_g}{E_g+E_P}. \tag{1}$$

The mass is proportional to the gap in the regime $E_g\ll E_P$, provided that the change of the gap leaves the $k$-dependent terms of the two-band Hamiltonian, and with them $P$, as they were. Both conditions matter in use. The first sets how close to one half the mass ratio comes when the gap is halved. The second can decide whether the mass changes at all: section 8 gives a change of the gap that violates it and leaves the mass as it was.

## 2. The two-band Hamiltonian

A Bloch function is $\psi=e^{i\mathbf k\cdot\mathbf r}u(\mathbf r)$ with periodic $u$. Because $\mathbf p\,e^{i\mathbf k\cdot\mathbf r}u=e^{i\mathbf k\cdot\mathbf r}(\mathbf p+\hbar\mathbf k)u$, and because a local $V$ commutes with the phase factor, $u$ obeys $H(\mathbf k)u=Eu$ with

$$H(\mathbf k)=\frac{(\mathbf p+\hbar\mathbf k)^2}{2m_0}+V=\frac{p^2}{2m_0}+V+\frac{\hbar}{m_0}\mathbf k\cdot\mathbf p+T.$$

The periodic eigenfunctions at $\mathbf k=0$ are a complete basis for $u$ at any $\mathbf k$. In that basis the first two terms are diagonal, $T$ is a multiple of the unit matrix, and the $\mathbf k\cdot\mathbf p$ term couples the states.

The diagonal momentum elements of the two states vanish. At $\mathbf k=0$ both functions can be chosen real, and for real periodic $u$

$$\langle u|p|u\rangle=-i\hbar\int u\,\partial u=-\frac{i\hbar}{2}\int\partial(u^2)=0,$$

since the integral of a derivative of a periodic function over a cell is zero. The element between $c$ and $v$ is then imaginary. A constant phase given to $|v\rangle$ makes it real, and the energies depend on $|P|^2$ alone.

In a cubic crystal, symmetry couples the s-like state only to the member of the p triplet that points along $\mathbf k$. That member is $|v\rangle$. Dropping all other bands leaves

$$H=\begin{pmatrix}E_g+T & \hbar kP/m_0\\ \hbar kP/m_0 & T\end{pmatrix}. \tag{2}$$

The squared coupling is

$$\left(\frac{\hbar kP}{m_0}\right)^2=\frac{\hbar^2k^2}{2m_0}\cdot\frac{2P^2}{m_0}=T\,E_P. \tag{3}$$

The other two p states do not couple to $|c\rangle$. In this model they keep the energy $+T$, which curves upward, so the heavy holes need remote bands and equation (1) says nothing about them.

## 3. The masses

With $\varepsilon=E-T$, the condition $\det(H-E)=0$ reads $(E_g-\varepsilon)(-\varepsilon)-TE_P=0$, or $\varepsilon^2-E_g\varepsilon-TE_P=0$. Hence

$$E_\pm=T+\frac{E_g}{2}\pm\sqrt{\frac{E_g^2}{4}+T\,E_P}. \tag{4}$$

For small $k$ the root is expanded with $\sqrt{1+x}=1+x/2-x^2/8+\dots$ and $x=4TE_P/E_g^2$:

$$\frac{E_g}{2}\sqrt{1+x}=\frac{E_g}{2}+\frac{TE_P}{E_g}-\frac{T^2E_P^2}{E_g^3}+\dots \tag{5}$$

The upper sign gives $E_+=E_g+T(1+E_P/E_g)+\dots$, so

$$\frac{m_0}{m_c}=1+\frac{E_P}{E_g},$$

which is equation (1). The 1 is the free-electron term, and $E_P/E_g$ comes from the repulsion between the two levels. The repulsion is inversely proportional to their separation, and this is why a small gap makes a light electron.

The lower sign gives $E_-=T(1-E_P/E_g)+\dots$ For $E_P>E_g$ this band curves downward, and the positive hole mass is

$$\frac{m_{lh}}{m_0}=\frac{1}{E_P/E_g-1}=\frac{E_g}{E_P-E_g}. \tag{6}$$

Both masses tend to $m_0E_g/E_P$ when $E_g\ll E_P$. In the opposite limit, $E_g\gg E_P$, the two-band conduction mass tends to $m_0$ and no longer depends on the gap. This is a property of the matrix (2) at fixed $E_P$ and does not describe wide-gap crystals. When the potential of the crystal in section 9 is made deep, $E_P$ grows with the gap, remote bands matter, and the mass rises above $m_0$. Equation (6) holds without spin-orbit coupling; section 6 gives the change.

## 4. Halving the gap at fixed $P$

Dividing equation (1) at $E_g/2$ by its value at $E_g$ gives

$$R=\frac{E_g/2}{E_g/2+E_P}\cdot\frac{E_g+E_P}{E_g}=\frac{E_g+E_P}{E_g+2E_P}=\frac12+\frac{E_g}{2(E_g+2E_P)}. \tag{7}$$

The last form follows from $2(E_g+E_P)-(E_g+2E_P)=E_g$. In the two-band model $R$ lies above one half, because the free-electron term does not double along with the repulsion term. For the light hole, equation (6) gives

$$R_{lh}=\frac{E_P-E_g}{2E_P-E_g}=\frac12-\frac{E_g}{2(2E_P-E_g)}, \tag{8}$$

which lies below one half.

For small changes of the gap the local exponent is the useful measure. From $\ln(m_c/m_0)=\ln E_g-\ln(E_g+E_P)$,

$$\frac{d\ln m_c}{d\ln E_g}=1-\frac{E_g}{E_g+E_P}=\frac{E_P}{E_g+E_P}. \tag{9}$$

**Worked numbers.** The round model parameters are $E_g=1.6$ eV and $E_P=24$ eV, and they stand for no particular material. Then

$$\frac{m_c}{m_0}=\frac{1.6}{25.6}=0.0625,\qquad \frac{m_c}{m_0}\bigg|_{E_g/2}=\frac{0.8}{24.8}=0.0323,$$

and $R=25.6/49.6=0.516$. Strict proportionality would give 0.500, so the ratio is about 3% above it, relative to one half. The exponent is $24/25.6=0.94$. The light-hole mass falls from $1.6/22.4=0.0714$ to $0.8/23.2=0.0345$, a ratio of 0.483. The tests obtain these masses from finite-difference curvatures of the diagonalized matrix (2), and they agree with the formulas.

## 5. The range of $k$ in which the mass has meaning

The expansion (5) needs $4TE_P\ll E_g^2$. The scale is set by the wave number $k_b$ at which the coupling equals half the gap, $TE_P=E_g^2/4$:

$$k_b=\frac{E_g}{2\sqrt{(\hbar^2/2m_0)\,E_P}}. \tag{10}$$

There the root in (4) equals $E_g/\sqrt2$. The interband part of the energy, $E_+-E_g-T$, is $(\sqrt2-1)E_g/2$, while the parabola predicts $TE_P/E_g=E_g/4$. The quotient is $2(\sqrt2-1)=0.83$.

Since $k_b$ is proportional to $E_g$, a smaller gap needs a finer mesh near the band edge. In the example $k_b$ is 0.084 Å$^{-1}$ at the full gap and 0.042 Å$^{-1}$ at half the gap.

The error of a finite-difference mass follows from (5). Write $E_+=E_g+c_2k^2+c_4k^4$. The three-point formula $[E(q)-2E(0)+E(-q)]/q^2$ returns $2c_2+2c_4q^2$, with a relative error $c_4q^2/c_2$. Inserting

$$c_2=\frac{\hbar^2}{2m_0}\,\frac{E_g+E_P}{E_g},\qquad c_4=-\left(\frac{\hbar^2}{2m_0}\right)^2\frac{E_P^2}{E_g^3}$$

and using (10) gives, to leading order in $q$,

$$\frac{c_4q^2}{c_2}=-\frac14\left(\frac{q}{k_b}\right)^2\frac{E_P}{E_g+E_P}. \tag{11}$$

The curvature comes out too small and the mass too large. A step $q=0.2\,k_b$ keeps the error near 1%. At half the gap in the example this is about 0.008 Å$^{-1}$.

## 6. Three valence states with spin-orbit coupling

Spin-orbit coupling splits the six p states into a quartet with $j=3/2$ at energy 0 and a doublet with $j=1/2$ at $-\Delta$. The conduction state with spin up couples through $P$ to the p orbital along $\mathbf k$ with spin up, called $|\kappa\uparrow\rangle$. Its weight in each group is needed.

The operator $\mathbf L\cdot\mathbf S$ (in units of $\hbar^2$) equals $\tfrac12$ for $j=3/2$ and $-1$ for $j=1/2$. The operator $\tfrac23(1+\mathbf L\cdot\mathbf S)$ is therefore 1 on the quartet and 0 on the doublet, and so it projects onto the quartet. In $|\kappa\uparrow\rangle$ the mean of $\mathbf L\cdot\mathbf S$ is $\langle\kappa|\mathbf L|\kappa\rangle\cdot\langle\uparrow|\mathbf S|\uparrow\rangle=0$, because a real orbital has no mean angular momentum. The weights are thus $2/3$ and $1/3$ for every direction of $\mathbf k$. The same argument removes any second-order mixing of the two conduction spins.

Second-order perturbation theory with the squared coupling (3) then gives

$$\frac{m_0}{m_c}=1+\frac{E_P}{3}\left(\frac{2}{E_g}+\frac{1}{E_g+\Delta}\right). \tag{12}$$

For $\Delta=0$ this returns equation (1). For $\Delta\gg E_g$ the last term becomes small compared with the gap term, and the leading behaviour is that of two bands with $\tfrac23E_P$ in place of $E_P$. The last term is small compared with the free-electron 1 only if $E_g+\Delta\gg E_P/3$.

With $\Delta=0.3$ eV the bracket is $1.250+0.526$ at the full gap and $2.500+0.909$ at half the gap. The inverse masses are $1+8\times1.776=15.2$ and $1+8\times3.409=28.3$, so the mass falls from $0.0657\,m_0$ to $0.0354\,m_0$. The ratio is 0.538, compared with 0.516 for two bands. The rise occurs because $\Delta$ is held fixed: the distance to the split-off doublet shrinks by less than a factor of two. Diagonalization of the eight-band matrix confirms equation (12) for two directions of $\mathbf k$. With spin-orbit coupling, $E_g\ll E_P$ alone does not give proportionality: $\Delta$ must also be much smaller or much larger than $E_g$. For $E_g=\Delta=0.4$ eV, equation (12) gives inverse masses of 51 and 94.3, a ratio of 0.541, where two bands give 0.504.

The light hole changes as well. The quartet carries only the weight $2/3$, so at the band edge $m_0/m_{lh}=2E_P/3E_g-1$ replaces equation (6) for any $\Delta>0$. In the example this gives $1/9=0.111$ and $1/19=0.0526$ in place of 0.0714 and 0.0345, still without remote bands.

## 7. Remote bands

For any set of bands $j$ at $\mathbf k=0$, second-order perturbation theory and the identity (3), applied to each pair, give

$$\frac{m_0}{m_c}=1+\sum_{j\neq c}\frac{E_{P,j}}{E_c-E_j},\qquad E_{P,j}=\frac{2|\langle c|p|j\rangle|^2}{m_0}. \tag{13}$$

The valence state contributes $E_P/E_g$. The rest is collected in a number $C$, to which states above the conduction band contribute with a negative sign. If the remote states keep their distance from $|c\rangle$ and their momentum elements when the gap changes, $C$ is constant, and

$$\frac{m_0}{m_c}=1+C+\frac{E_P}{E_g},\qquad R=\frac12+\frac{1+C}{2(1+C+2E_P/E_g)}. \tag{14}$$

Proportionality now requires $E_P/E_g\gg|1+C|$. As long as the mass stays positive, the ratio falls below one half when $C<-1$.

As an example, a remote state 5 eV above $|c\rangle$ with $E_{P,j}=10$ eV gives $C=-10/5=-2$. The inverse masses are $1-2+15=14$ and $1-2+30=29$, the masses are $0.0714\,m_0$ and $0.0345\,m_0$, and $R=0.483$. These equal the light-hole values of section 4 because $1+C=-1$ turns (14) into (6). The statement that $R$ exceeds one half thus belongs to the two-band model and not to crystals in general.

## 8. What it means to change the gap

Two corrections that produce the same gap can produce different masses. Let $\delta$ be the change of the gap, negative for a reduction.

**Correction on the fixed zone-centre state.** The operator $\delta|c\rangle\langle c|$, with the same $|c\rangle$ at every $k$, replaces $E_g$ by $E_g+\delta$ in the matrix (2) and changes nothing else. $P$ is preserved and equation (1) applies at the new gap.

**Rigid scissor shift.** The operator $\delta|c_k\rangle\langle c_k|$, built from the conduction eigenvector at each $k$, leaves all eigenvectors as they were and moves the conduction band to $E_+(k)+\delta$. A constant has no curvature, so the mass stays at the value for the old gap.

The matrix elements show why equation (1) fails in the second case. To first order $|c_k\rangle=|c\rangle+\theta|v\rangle$ with $\theta=\hbar kP/(m_0E_g)$, so $\theta^2=TE_P/E_g^2$. Normalization makes the $cc$ element of the projector $1-\theta^2$ to second order, and its $cv$ element is $\theta$. Adding $\delta$ times the projector to (2) gives

$$H_{cc}=E_g+\delta+T-\delta\,\frac{TE_P}{E_g^2},\qquad H_{cv}=\frac{\hbar kP}{m_0}\left(1+\frac{\delta}{E_g}\right). \tag{15}$$

The interband velocity is scaled by $(E_g+\delta)/E_g$, and a new term in $k^2$ appears on the diagonal. The change of $H_{vv}$, $\delta\theta^2$, affects the conduction energy only beyond order $k^2$. Second-order perturbation theory gives

$$\frac{m_0}{m_c}=1-\frac{\delta E_P}{E_g^2}+\frac{(E_g+\delta)^2}{E_g^2}\,\frac{E_P}{E_g+\delta}=1+\frac{(-\delta+E_g+\delta)E_P}{E_g^2}=1+\frac{E_P}{E_g}.$$

For $E_g=1.6$ eV and $\delta=-0.8$ eV the velocity factor is 0.5 and the diagonal term is $0.8\times24/1.6^2=7.5$. The interband term is $0.25\times24/0.8=7.5$. The sum $1+7.5+7.5=16$ returns the old mass, $0.0625\,m_0$, at a gap of 0.8 eV. The correction on the fixed state gives $0.0323\,m_0$ at the same gap. The tests confirm both masses and both terms of (15).

The example also shows a trap in implementation. Inserting the scaled velocity into (1) without the diagonal term would give $m_0/m_c=8.5$, which is neither answer. With a nonlocal potential, $\partial H/\partial k$ replaces $\hbar p/m_0$, and $\partial^2H/\partial k^2$ need not equal $\hbar^2/m_0$. Both derivatives must be kept.

## 9. A crystal in which $P$ is computed

The sections above prescribe $P$. A one-dimensional crystal with $V(x)=2V_1\cos(2\pi x/a)$ and $a=4$ Å tests whether it really stays fixed when a potential is weakened. The direct gap between the two lowest bands lies at $k_0=\pi/a$. There $k_0$ and $-k_0$ are equivalent, the Bloch functions can be chosen real, and the derivation holds with $k$ measured from $k_0$.

For weak $V_1>0$ the band-edge states are close to $(e^{i\pi x/a}\pm e^{-i\pi x/a})/\sqrt2$, with potential energies $\pm V_1$. The gap is thus near $2V_1$. The momentum operator turns one combination into $\hbar\pi/a$ times the other, so $P\approx\hbar\pi/a$ and

$$E_P\approx\frac{2\hbar^2\pi^2}{m_0a^2}=4\times3.810\times\left(\frac{\pi}{4}\right)^2\text{ eV}=9.40\text{ eV}.$$

To this order $P$ does not depend on $V_1$, while the gap is proportional to it.

The plane-wave solution bears this out. Going from $V_1=0.30$ eV to 0.15 eV takes the gap from 0.600 to 0.300 eV, while $E_P$ stays at 9.41 and 9.40 eV. The mass falls from $0.0599\,m_0$ to $0.0309\,m_0$, a ratio of 0.516. Equation (1), with the computed gap and $E_P$, reproduces both masses within the tested relative tolerance of 0.1%. The curvature also agrees with the sum (13) over all bands of the basis.

A strong potential breaks the proportionality. Going from $V_1=3.0$ eV to 1.5 eV takes the gap from 5.85 to 2.98 eV, but the mass falls only from $0.375\,m_0$ to $0.237\,m_0$, a ratio of 0.633. The printed values allow this to be taken apart:

- Equation (7) at the larger gap, with $E_P=10.33$ eV, gives $16.18/26.51=0.610$. Most of the departure from one half is therefore the free-electron term.
- The gap ratio is 0.509 and $E_P$ drops to 9.64 eV. With these actual values the two-band masses are $0.362\,m_0$ and $0.236\,m_0$, with a ratio of 0.653.
- Remote bands bring the ratio down to 0.633. At the larger gap the two-band mass is 3.5% below the full one.

## 10. Use in choosing a level of theory

Suppose that a cheap method gives the gap $E_g$ and the mass $m_c$, and that a better method gives the gap $E_g'$ at the band edge alone. If $P$ from the cheap method is sound, and its gap error acts like a correction on the fixed zone-centre state, the two-band relation gives $E_P=E_g(m_0/m_c-1)$. The corrected mass is then

$$\frac{m_0}{m_c'}=1+\frac{E_g}{E_g'}\left(\frac{m_0}{m_c}-1\right). \tag{16}$$

This needs the band energies of the costly method at one $k$ point only, instead of on a fine mesh around the band edge. For a computed gap of 0.8 eV, a mass of $0.0323\,m_0$ and a better gap of 1.6 eV, it gives $1+0.5\times30=16$, or $0.0625\,m_0$. A scissor shift to 1.6 eV would repair the gap and leave the mass at $0.0323\,m_0$.

Equation (16) wrongly scales the remote-band constant together with the gap term. Take the remote state of section 7, 5 eV above $|c\rangle$ at the gap of 0.8 eV. The inverse mass there is 29, and (16) predicts $1+14=15$ at 1.6 eV. The model value depends on what the remote state does:

- If it moves up together with $|c\rangle$, $C$ stays at $-2$ and the inverse mass is 14. The mass from (16) is then about 7% too small.
- If only $|c\rangle$ moves, as in the correction on the fixed zone-centre state, the distance shrinks to 4.2 eV. Then $C=-10/4.2=-2.38$, the inverse mass is 13.6, and the mass from (16) is about 9% too small.

Spin-orbit coupling causes an error of the opposite sign. Equation (16) halves the term of the split-off doublet along with the rest, while the true term falls by less. With the parameters of section 6, (16) predicts an inverse mass of 14.6 at 1.6 eV, where equation (12) gives 15.2, so the mass from (16) is about 4% too large. If the momentum elements are available and the correction acts on the fixed zone-centre states, the sum (13) with the corrected level distances avoids these errors.

Whether the error of a given functional acts like the first correction of section 8, like the second, or like neither is not settled by k·p theory. The two are idealized cases. A nonlocal exchange term or self-energy changes both $\partial H/\partial k$ and $\partial^2H/\partial k^2$, by amounts that depend on its range, and the resulting mass can lie between the two predictions or outside them. The effect on the mass can be checked in one crystal by computing gap and curvature with both methods and comparing the change of mass with (16). A rigid shift leaves the mass unchanged, and a correction on the fixed zone-centre state makes it follow (16) up to the errors from remote bands and spin-orbit coupling. The percentages above are examples and not bounds, because the error grows as a remote state comes closer to $|c\rangle$. If the remote state lies 2 eV instead of 5 eV above $|c\rangle$ at the gap of 0.8 eV and only $|c\rangle$ moves, the inverse mass at 1.6 eV is $1-10/1.2+15=7.67$. Equation (16) gives $1+0.5\times25=13.5$, a mass 43% too small. The comparison shows whether (16) can be used, but it does not identify the correction. In the weak potential of section 9 the mass also follows (16), although there the local potential changes and both band edges move.

## Computed values

```
hbar^2/(2 m0) = 3.80998 eV angstrom^2
Model gap Eg = 1.60 eV, halved gap = 0.80 eV
Model EP = 24.0 eV, spin-orbit splitting = 0.30 eV
Two-band conduction mass, full gap = 0.06250 m0
Two-band conduction mass, half gap = 0.03226 m0
Two-band conduction mass ratio half/full = 0.5161
Light-hole mass, full gap = 0.07143 m0
Light-hole mass, half gap = 0.03448 m0
Light-hole mass ratio half/full = 0.4828
Local exponent d ln m_c/d ln Eg = 0.9375
Gap 1.60 eV: bending wave number = 0.0837 1/angstrom
Gap 0.80 eV: bending wave number = 0.0418 1/angstrom
Interband energy over its parabola there = 0.8284
Eight-band conduction mass, full gap = 0.06574 m0
Eight-band conduction mass, half gap = 0.03537 m0
Eight-band mass ratio half/full = 0.5380
Remote state: height 5.0 eV, EP 10.0 eV, C = -2.00
With remote state, mass at full gap = 0.07143 m0
With remote state, mass at half gap = 0.03448 m0
With remote state, ratio half/full = 0.4828
Scissor shift = -0.80 eV, resulting gap = 0.80 eV
Mass after scissor shift = 0.06250 m0
Mass after shift of fixed k=0 state = 0.03226 m0
Scissor factor on interband velocity = 0.5000
Scissor second-order term in m0/m = 7.5000
1D crystal: lattice constant = 4.0 angstrom
V1 0.30 eV: gap 0.5998 eV, EP 9.4103 eV, mass 0.05993 m0
  two-band formula with this gap and EP = 0.05992 m0
V1 0.15 eV: gap 0.3000 eV, EP 9.4031 eV, mass 0.03092 m0
  two-band formula with this gap and EP = 0.03092 m0
V1 3.00 eV: gap 5.8521 eV, EP 10.3291 eV, mass 0.37470 m0
  two-band formula with this gap and EP = 0.36166 m0
V1 1.50 eV: gap 2.9811 eV, EP 9.6384 eV, mass 0.23725 m0
  two-band formula with this gap and EP = 0.23623 m0
Weak potential: gap ratio = 0.5001
Weak potential: mass ratio = 0.5159
Strong potential: gap ratio = 0.5094
Strong potential: mass ratio = 0.6332
```
